Microwave Power Penetration Depth in Water at 2.45 GHz

**Problem**

A plane microwave of frequency 2.45 GHz falls at right angles on the flat surface of deep, uniform water. The relative permittivity of the water is ε = ε' + iε'', with ε' = 77 and loss ε'' = 10. Fields vary in time as e^{-iωt}, so that a positive ε'' means absorption. Water is taken as non-magnetic, its response as linear and its temperature as constant.

(a) Derive the depth D at which the power flux in the water has fallen to 1/e of its value just below the surface, and calculate it.

(b) Find the forms of D for weak and for strong loss. How good is the weak-loss form here?

(c) What share of the incident power enters the water, and how fast does an incident flux of 1 W/cm² begin to heat the surface?

(d) Estimate how D changes when the water is hot or salty, and what a back face does to a layer of finite thickness.

**Solution**

**(a) The depth**

Let z point into the water, with E along x and H along y. Maxwell's two curl equations become

dE/dz = iωμ₀H,  dH/dz = iωε₀εE.

Differentiating the first and inserting the second gives

d²E/dz² = (iωμ₀)(iωε₀ε)E = −k₀²εE,  k₀ = ω/c,

because ε₀μ₀ = 1/c². Write √ε = n + iκ with n and κ positive. The solution that dies out in deep water is

E(z) = E₀ e^{ik₀(n+iκ)z} = E₀ e^{ik₀nz} e^{−k₀κz}.

The mean power flux is S = ½ Re(E*H). With H = (dE/dz)/(iωμ₀), and since Re(w/i) = Im w,

S = Im(E* dE/dz)/(2ωμ₀) = [k₀n|E₀|²/(2ωμ₀)] e^{−2k₀κz}.

The factor 2 in the exponent appears because the flux is quadratic in the field. Setting the exponent equal to −z/D gives

D = 1/(2k₀κ).

The field amplitude itself falls to 1/e at the depth 2D.

To find n and κ, square the root and compare real and imaginary parts:

n² − κ² = ε',  2nκ = ε''.

The squared modulus gives n² + κ² = |ε|. Adding and subtracting the first relation yields

n² = (|ε| + ε')/2,  κ² = (|ε| − ε')/2.

Since 2κ = ε''/n, the depth can also be written

D = n/(k₀ε'').

The numbers are

k₀ = (1.5394×10¹⁰ rad/s)/c = 0.51348 cm⁻¹,

|ε| = √(77² + 10²) = 77.647,

n = √[(77.647 + 77)/2] = 8.793,

κ = √[(77.647 − 77)/2] = 0.569.

Therefore

D = 8.793/(0.51348 cm⁻¹ × 10) = 1.71 cm.

Half of the entering power is absorbed within D ln 2 = 1.19 cm and 90 per cent within D ln 10 = 3.94 cm. The attenuation is 10 log₁₀(e)/D = 2.54 dB/cm.

The given loss is a rounded number. With ε' held at 77, ε'' = 9.5 gives 1.80 cm and ε'' = 10.5 gives 1.63 cm. The data therefore support "about 1.7 cm" and no finer statement.

The lost flux must appear as heat. Differentiating S and using the wave equation,

dS/dz = Im(|dE/dz|² − k₀²ε|E|²)/(2ωμ₀) = −k₀²ε''|E|²/(2ωμ₀) = −½ωε₀ε''|E|².

The first term in the bracket is real and drops out; the last step uses k₀² = ω²ε₀μ₀. The heat produced per volume is thus ½ωε₀ε''|E|², which equals S/D in deep water.

As a test, the wave equation was integrated numerically for 30 cm of water backed by metal, without taking the root of ε. The flux fell to 1/e at 1.7125 cm, in agreement with the formula. The heat summed down to D was 0.6321 of the entering flux, which is 1 − 1/e.

**(b) Weak and strong loss**

Let t = ε''/ε' be the loss tangent. Then |ε| = ε'√(1 + t²), and n² = ε'[1 + √(1 + t²)]/2. Inserting n into D = n/(k₀ε'') gives

D = [√ε'/(k₀ε'')] × √{[1 + √(1 + t²)]/2}.

For small t, √(1 + t²) ≈ 1 + t²/2. The quantity under the outer root is then 1 + t²/4, and its root is 1 + t²/8. To leading order

D ≈ √ε'/(k₀ε'').

Here t = 0.130, and the weak-loss form gives 1.709 cm. It is low by about 0.2 per cent, as t²/8 = 0.0021 predicts. This is far less than the uncertainty from rounding ε''. In this regime D is inversely proportional to the loss, while a larger ε' makes the wave penetrate deeper at fixed ε''. The reason is that, for a given flux, the squared field is proportional to 1/n, so less heat is produced per length.

For t much larger than 1, |ε| ≈ ε'', so n and κ both approach √(ε''/2) and

D ≈ 1/(k₀√(2ε'')).

If the loss comes from a conductivity σ, then ε'' = σ/(ωε₀), and this becomes D ≈ 1/√(2ωμ₀σ). That is half the usual skin depth √[2/(ωμ₀σ)], which refers to the field and not to the power.

**(c) Entering power and heating**

In the air, an incident wave of unit amplitude and a reflected wave of amplitude r are present. Let the transmitted amplitude be T. Both E and H are continuous at the surface, and as μ₀ is the same on both sides, dE/dz is continuous too:

1 + r = T,  1 − r = (n + iκ)T.

Eliminating T gives r = (1 − n − iκ)/(1 + n + iκ). The reflected share of the power is

R = |r|² = [(n − 1)² + κ²]/[(n + 1)² + κ²] = 0.634.

The share 1 − R = 0.366 enters. Reflection sets the amount of power in the water but leaves D unchanged. At the depth D, the flux is 0.366/e, or about 13 per cent of the incident flux.

For an incident flux of 1 W/cm², the heat production just below the surface is

S(0)/D = (0.366 W/cm²)/(1.71 cm) ≈ 0.21 W/cm³.

With a rough heat capacity of 4.2 J/(cm³ K), the initial heating rate is about 0.05 K/s. If that rate persisted, a rise of 10 K would take about 200 s. With a rough heat diffusivity of 1.4×10⁻³ cm²/s, the diffusion length √(diffusivity × time) is then about 0.5 cm, roughly a third of D. Conduction therefore begins to blur the heating profile within this time and slows the rise at the surface: with no heat lost to the air, the rise after 200 s is about 8 K. Warming also lowers ε''. Near room temperature a rise of 10 K lengthens D by roughly a quarter to a third, which slows the surface heating further, so the 200 s is a lower estimate. Convection is left out. When water near room temperature is heated from above, the warmest and lightest water lies on top, which hinders convection unless the surface is cooled.

The peak field in the water is 5.6 V/cm. For a rough molecular dipole of 6.2×10⁻³⁰ C m, the dipole energy in this field is about 10⁻⁶ of the thermal energy at 295 K. The assumption of linear response is safe at this flux.

**(d) Hot water, salty water and finite layers**

*Temperature.* The loss of pure water at this frequency comes mainly from molecular dipoles that lag behind the field. A single Debye relaxation with time constant τ describes this as

ε = ε∞ + Δ/(1 − iωτ).

Multiplying numerator and denominator by 1 + iωτ separates the parts:

ε' − ε∞ = Δ/(1 + ω²τ²),  ε'' = Δωτ/(1 + ω²τ²).

Their ratio is ωτ = ε''/(ε' − ε∞). With an assumed ε∞ = 5, the given values yield ωτ = 10/72 = 0.139 and τ = 9.0 ps. The static permittivity is ε∞ + Δ = 5 + 72(1 + 0.139²) = 78.4.

Heating water shortens τ. Since ωτ is small, the loss is nearly proportional to τ. Halving τ with ε∞ and Δ held fixed gives ε' = 78.0 and ε'' = 5.07, and D rises to 3.39 cm. If the static permittivity is also lowered by 15 per cent, to imitate its decrease on heating, then ε' = 66.3, ε'' = 4.26 and D = 3.73 cm. These are assumed changes that show the sensitivity, not a measured temperature law. In this model the wave reaches about twice as deep once heating has halved τ, and deeper still if τ shortens further. This applies to pure water. In salty water, heating also raises the conductivity, which works in the opposite direction.

*Dissolved salt.* Mobile ions add σ/(ωε₀) to ε''. A rough tap-water value, σ = 0.05 S/m, adds 0.37 and reduces D to 1.65 cm. A brine about as salty as sea water, with a rough σ = 5 S/m, adds 36.7, and D drops to 0.38 cm. In both cases ε' was held at 77, although a high salt content lowers it somewhat.

*Finite thickness.* Let a layer of thickness L have air behind it. The back face reflects the same share R as the front face, since exchanging the two media merely changes the sign of r. Let F be the forward flux arriving at the back face. The net flux leaving there is about (1 − R)F. At the front, the forward flux is F e^{L/D} and the returning flux is RF e^{−L/D}. If interference between the two waves and its effect on the flux are neglected, the share of the net entering flux that leaves at the back is

(1 − R)/(e^{L/D} − R e^{−L/D}).

For L = D this is 0.366/(2.718 − 0.233) = 0.147. The numerical solution of the wave equation, which includes interference, gives 0.146. The simple exponential would give 0.368. For L = 5 cm the numerical share is 0.020, against 0.054 from the exponential. In both layers, the share that leaves is less than half of what the simple exponential predicts. In layers thinner than about 0.6 cm, interference can shift the estimate by more than a tenth.

These shares refer to the power that enters. The back face also changes how much enters, because the wave it returns interferes with the reflection at the front. The wavelength in the water is 1.39 cm. A layer half a wavelength thick lets in more than deep water does, and a layer a quarter of a wavelength thick lets in less.

*Oblique incidence.* At an angle of incidence θ, the wave number along the surface is k₀ sin θ on both sides. The normal wave number in the water then obeys k_z² = k₀²(ε − sin²θ). At the grazing limit ε' is in effect replaced by 76, and D measured along z becomes 1.70 cm, a change of less than 1 per cent. The direction of the incoming wave hardly matters for the depth.

**The result beside a real oven**

The frequency is that of a household microwave oven, and the two permittivity values are typical of water near room temperature. The calculation applies to a wide, flat body of water, several D deep, in a single plane wave. A cup in an oven breaks these conditions: it is only a few D across, receives waves from several sides and supports standing waves. For the cup, 1.7 cm is a length scale for absorption in cool water, not a map of where it heats. Of the changes estimated here, strong salinity and heating shift D the most: the brine divides it by about 4.5, and the assumed hot-water values roughly double it. Those values resemble pure water at about 55 to 60 °C; near boiling, empirical permittivity fits give a depth three to four times the cool value. The numerical output lists the values used.

Calculated quantities

```
Frequency: 2.45 GHz
Permittivity e1, loss e2: 77, 10
Loss tangent: 0.1299
Angular frequency: 1.5394e+10 rad/s
Wavelength in air: 12.236 cm
k0: 0.51348 1/cm
|eps|: 77.6466
n: 8.7934
kappa: 0.56861
Wavelength in water: 1.392 cm
Power depth D, formula: 1.7125 cm
Power depth D, wave equation: 1.7125 cm
Low-loss depth: 1.7089 cm
Correction factor: 1.00210
1 + t^2/8: 1.00211
Field depth 2D: 3.425 cm
Half-power depth: 1.187 cm
90 percent absorbed by: 3.943 cm
Attenuation: 2.536 dB/cm
Heat share within D, numerical: 0.6321
Reflected share R, formula: 0.6345
Reflected share R, wave equation: 0.6345
Entering share 1-R: 0.3655
D for loss 9.5: 1.802 cm
D for loss 10.5: 1.631 cm
Debye e_inf (assumed): 5.0
Debye omega*tau: 0.1389
Debye tau: 9.02 ps
Debye static permittivity: 78.39
tau halved, e1, e2: 78.04, 5.07
tau halved, D: 3.39 cm
also static -15%, e1, e2: 66.33, 4.26
also static -15%, D: 3.73 cm
Tap water sigma (rough): 0.05 S/m
Tap water added loss: 0.367
Tap water D: 1.652 cm
Brine sigma (rough): 5.0 S/m
Brine added loss: 36.7
Brine D: 0.381 cm
Layer of thickness D, share leaving: 0.1463
Simple exponential for it: 0.3679
Layer of 5 cm, share leaving: 0.0197
Simple exponential for it: 0.0539
D at grazing incidence: 1.7014 cm
Incident flux (chosen): 1.0 W/cm2
Heat capacity (rough): 4.2 J/(cm3 K)
Surface heating rate: 0.0508 K/s
Time for 10 K at surface: 197 s
Heat diffusivity (rough): 1.4e-03 cm2/s
Diffusion length in that time: 0.52 cm
Peak field in water: 5.60 V/cm
Molecular dipole (rough): 6.2e-30 C m
Dipole energy / kT at 295 K: 8.5e-07
```
